\section*{The transmission phase is not the Friedel phase when transmission vanishes}

\section{A wire that one level can block}

Take a single-channel wire, a chain of sites with hopping $-J$ and on-site energy $2J$. Attach one extra level of energy $e_d$ to site 0 with matrix element $V$. The level lies beside the wire, so an electron can pass without visiting it. The Schrödinger equation at the level is
\begin{equation}
E\psi_d=e_d\psi_d+V\psi_0
\quad\Longrightarrow\quad
x\,\psi_d=V\psi_0,\qquad x=E-e_d .
\label{level}
\end{equation}
At $x=0$ this forces $\psi_0=0$. The wave has a node at the site through which it must pass, so nothing is transmitted: $t=0$ and $r=-1$.

Close to this energy $t$ is proportional to $x$, as shown below. It changes sign at $x=0$, and its phase jumps by $\pi$. The determinant of the scattering matrix of this symmetric wire is $r^2-t^2$. It is close to 1 on both sides, and its phase does not jump.

\section{The belief and its appeal}

The belief is that the phase of $t$ is the Friedel phase, so that a measurement of $\arg t$ counts the states, and hence the charge, added by the scatterer. There is a good reason for it. In a problem with only one incoming and one outgoing wave, the scattering matrix is a single number $e^{2i\delta}$, and $\delta$ counts states. An electron passing through a level placed \emph{in} the wire also gains a phase of about $\pi$ as the level crosses its energy, while the level takes up one electron.

With two leads, however, $S$ is a matrix. State counting belongs to its determinant, and $t$ is one element.

\section{The side-coupled level solved}

Let $E=2J(1-\cos k)$ with $0<k<\pi$, where $k$ is the phase per site. Send in a wave from the left:
\begin{equation}
\psi_n=e^{ikn}+re^{-ikn}\ (n\le0),\qquad \psi_n=te^{ikn}\ (n\ge0).
\end{equation}
Both forms hold at $n=0$, so $\psi_0=t=1+r$. The neighbours of site 0 are
\begin{align}
\psi_1&=te^{ik},\\
\psi_{-1}&=e^{-ik}+(t-1)e^{ik}=te^{ik}-2i\sin k .
\end{align}
By \eqref{level}, $V\psi_d=V^2t/x$. The equation at site 0 becomes
\begin{equation}
Et=2Jt-J\left(2te^{ik}-2i\sin k\right)+\frac{V^2}{x}t .
\end{equation}
Insert $E-2J=-2J\cos k$ and use $e^{ik}-\cos k=i\sin k$. With $v=dE/dk=2J\sin k$,
\begin{equation}
\left(iv-\frac{V^2}{x}\right)t=iv
\quad\Longrightarrow\quad
t=\frac{x}{x+i\gamma},\qquad \gamma=\frac{V^2}{v}.
\label{t}
\end{equation}
The full width is $\Gamma=2\gamma$. For $|x|\ll\gamma$, $t\approx-ix/\gamma$, which is the sign change claimed above.

Mirror symmetry gives the same $r$ and $t$ for a wave from the right. Since $r=t-1$,
\begin{equation}
\det S=r^2-t^2=(r-t)(r+t)=-(2t-1)=-\frac{x-i\gamma}{x+i\gamma}.
\end{equation}
The bare wire has $t=1$, $r=0$ and $\det S=-1$. Define the Friedel phase relative to it by $\det S=-e^{2i\delta}$. Write $x+i\gamma=\rho e^{i\beta}$ with $0<\beta<\pi$. Then $e^{2i\delta}=e^{-2i\beta}$, and the branch that vanishes for $x\to-\infty$ is
\begin{equation}
\delta=\pi-\beta=\frac{\pi}{2}+\arctan\frac{x}{\gamma}.
\label{delta}
\end{equation}
From $2t-1=e^{2i\delta}$ follows
\begin{equation}
t=\tfrac12\left(1+e^{2i\delta}\right)=\cos\delta\;e^{i\delta}.
\label{cos}
\end{equation}
The refutation lies in the factor $\cos\delta$. Below the zero it is positive and $\arg t=\delta$. Above the zero it is negative and the principal value is $\arg t=\delta-\pi$. At the zero $\delta=\pi/2$, and $\arg t$ is undefined.

``Smooth'' means smooth on the scale $\gamma$. As $V\to0$ the rise of $\delta$ also sharpens into a step of $\pi$. The jump of $\arg t$, by contrast, has no width at any nonzero $V$. When $e_d$ is swept at fixed $E$, $\arg t$ returns to 0 far from the level on either side, whereas $\delta$ has gained $\pi$.

\section{What the Friedel phase counts}

Close the wire with hard walls at $n=\pm L$. Odd states vanish at site 0 and do not feel the level. An even state has equal waves arriving from both sides, so
\begin{equation}
\psi_n=e^{-ik|n|}+(r+t)e^{ik|n|},\qquad r+t=2t-1=e^{2i\delta}.
\end{equation}
Setting $\psi_L=0$ gives $e^{2i(kL+\delta)}=-1$, or
\begin{equation}
kL+\delta=\left(j+\tfrac12\right)\pi ,
\label{box}
\end{equation}
with integer $j$. Without the level the condition is the same with $\delta=0$. Between two energies the level therefore adds, on average over the staircase of discrete states, $\Delta\delta/\pi$ states.

This was tested by diagonalizing a box with $L=6001$. The integer $j$ was the actual position of each even level, counted from zero at the lowest one. For 179 levels around the transmission zero, the $\delta$ obtained from \eqref{box} agreed with \eqref{delta} to within $10^{-5}$ rad. In this box, then, $\delta/\pi$ is also the total number of added states below $E$.

The level's own density of states can be read off too. By \eqref{level} and \eqref{t}, $\psi_d=Vt/x=V/(x+i\gamma)$. Waves from the two sides contribute equally, each with weight $1/(2\pi v)$:
\begin{equation}
\rho_d=\frac{2}{2\pi v}\,\frac{V^2}{x^2+\gamma^2}
=\frac1\pi\frac{\gamma}{x^2+\gamma^2}
=-\frac1\pi\left.\frac{\partial\delta}{\partial e_d}\right|_E .
\end{equation}
At fixed $E$ this density is largest at $x=0$, just where transmission vanishes. The level fills steadily through the zero, whereas the principal value of $\arg t$, read as a count, would suggest a sudden loss of one electron.

\section{What unitarity allows in general}

For any elastic scatterer with one channel per side, let
\begin{equation}
S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix},\qquad
S^{-1}=\frac1{\det S}\begin{pmatrix}r'&-t'\\-t&r\end{pmatrix}.
\end{equation}
Unitarity says $S^{-1}=S^\dagger$. The upper right element of $S^\dagger$ is $t^*$ and the lower left one is $t'^*$. Comparing the lower left elements gives $-t/\det S=t'^*$, so for nonzero transmission
\begin{equation}
\det S=-\frac{t}{t'^*},\qquad
2\delta=\arg t+\arg t'\pmod{2\pi}.
\label{identity}
\end{equation}

If the Hamiltonian is real, the complex conjugate of a scattering state is also a solution, with incoming and outgoing amplitudes exchanged. If $b=Sa$, then $a^*=Sb^*=SS^*a^*$ for every $a$, so $SS^*=1$. With $SS^\dagger=1$ this gives $S^*=S^\dagger$, hence $S=S^T$ and $t=t'$. Then
\begin{equation}
\delta=\arg t\pmod\pi .
\end{equation}
This is the true content of the belief. Over an interval without a zero, both phases are continuous and change equally. At a simple real zero, $t$ changes sign and the two part by $\pi$.

A level placed in line shows the favourable case. If $t$ were zero there, the wave would vanish on two neighbouring sites at the right. The chain equations, solved site by site towards the left, would then make it vanish everywhere, contradicting the incoming wave. So there is no zero. In a sweep of the level over $\pm200\,\Gamma$ at fixed energy, $\arg t$ and $\delta$ both change by $0.998\pi$.

The zero of the side-coupled level does not depend on a symmetric line shape. A static potential $W$ on site 0 replaces $V^2/x$ by $W+V^2/x$, so
\begin{equation}
t=\frac{ivx}{(iv-W)x-V^2},
\end{equation}
which still vanishes at $x=0$.

\section{Which way does the phase jump?}

Jumps of $+\pi$ and $-\pi$ are the same modulo $2\pi$, so the zero itself does not choose. A magnetic flux can. Attach the level to two neighbouring sites, 0 and 1, with elements $V$ and $Ve^{i\varphi}$. Eliminating the level gives the effective hopping from 0 to 1
\begin{equation}
h=-J+\frac{V^2e^{i\varphi}}{x}=-\frac{J}{x}(x-z),\qquad z=\frac{V^2e^{i\varphi}}{J},
\end{equation}
and $h^*$ for the reverse direction. With the rest of the wire eliminated, the two sites obey $a_0\psi_0=h^*\psi_1+s$ and $a_1\psi_1=h\psi_0$, where $s$ is the incoming source. Hence $\psi_1=hs/(a_0a_1-|h|^2)$. The reverse direction has the same denominator and source strength, with $h^*$ in the numerator. Thus $t=(x-z)F$ and $t'=(x-z^*)F$ with a common $F$. The phases of $x-z$ and $x-z^*$ cancel in \eqref{identity}, so $\delta$ follows $\arg F$.

For $\varphi=\pi/2$, $z$ lies above the real axis. As $x$ rises, $\arg(x-z)$ goes from $-\pi$ to 0 and $\arg(x-z^*)$ from $\pi$ to 0. The jump has become a continuous slip, upward for $t$ and downward for $t'$. Over the same sweep range as before, $\arg t$ changes by $1.996\pi$, $\arg t'$ by $-0.003\pi$, and $\delta$ by their mean, $0.997\pi$. Reversing the flux exchanges the two directions.

\section{Numbers for a quantum-well wire}

Consider a dot beside a wire in an InSb quantum well, with effective mass $0.02\,m_e$ (a rough typical value) and site spacing $a=5$ nm. Then $J=\hbar^2/(2ma^2)=76.2$ meV. At $E_F=1.5$ meV above the band bottom, $k=0.1404$ and $v=2J\sin k=21.33$ meV. The choice $V=1$ meV gives
\begin{equation}
\gamma=\frac{(1\ \mathrm{meV})^2}{21.33\ \mathrm{meV}}=46.9\ \mu\mathrm{eV},\qquad \Gamma=93.8\ \mu\mathrm{eV}.
\end{equation}
Hold the energy at $E_F$ and lower $e_d$ with a gate:
\begin{center}
\begin{tabular}{rrrrr}
$x/\Gamma$ & $|t|^2$ & $\arg t/\pi$ & $\delta/\pi$ & level charge\\
$-0.50$ & 0.500 & 0.250 & 0.250 & 0.262\\
$-0.05$ & 0.010 & 0.468 & 0.468 & 0.483\\
$0.05$ & 0.010 & $-0.468$ & 0.532 & 0.546\\
$0.50$ & 0.500 & $-0.250$ & 0.750 & 0.763
\end{tabular}
\end{center}
Across the two middle rows $\delta$ grows by about $0.06\pi$ and the level gains about 0.06 electrons, while the principal $\arg t$ falls by about $0.94\pi$. The level charge, in electrons, is close to $\delta/\pi$ but not equal to it: at the zero it is about 0.51, not 0.50. It is a sum over all occupied energies, along which $\gamma$ varies with $v$, and it includes about 0.002 from a state bound just below the band.

Temperature blurs the jump. Suppose an interferometer has an energy-independent reference path and no repeated passages. Its interference term then measures $t$ averaged over the thermal window $-f'(E)$, whose variance is $\sigma^2=\pi^2(kT)^2/3$. Near the zero,
\begin{equation}
t=\frac{x^2-i\gamma x}{x^2+\gamma^2}\approx\frac{x^2}{\gamma^2}-\frac{ix}{\gamma},
\qquad
\langle t\rangle\approx\frac{\bar x^2+\sigma^2}{\gamma^2}-\frac{i\bar x}{\gamma},
\end{equation}
where $\bar x=E_F-e_d$ and the variation of $\gamma$ over the window is neglected. At $\bar x=0$ the average is real and positive, so the phase slips continuously from positive values through 0 to negative ones. Its extremes approach $\pm\pi/2$ only for $kT\ll\gamma$; at 50 mK they are about $\pm0.40\pi$. The phase equals $\pm\pi/4$ where the real part matches the size of the imaginary part. This happens near $|\bar x|=\gamma$, on the flanks of the resonance, and again close to the zero. For $kT\ll\gamma$ the inner pair lies at $|\bar x|\approx\sigma^2/\gamma$, which gives the slip a width of $2\pi^2(kT)^2/(3\gamma)$. At 50 mK, $kT=4.31\ \mu$eV and the computed width is $2.6\ \mu$eV. The averaged $|t|^2$ at the zero is 0.025. A steep measured slip is therefore compatible with a smooth $\delta$.

How far does the model fit such a device? With a $g$ factor of about 30, a field of 2 T along the wire opens a Zeeman gap of 3.5 meV. This exceeds $E_F$, so one spin channel is open, provided potential fluctuations stay well below 1.5 meV. The charging energy, about 3.3 meV for an isolated metallic disc of radius 40 nm at relative permittivity 17 and about 2.2 meV with a gate 30 nm away, then penalizes a second electron, not the first. Spin--orbit coupling, with a Rashba coefficient of 15 meV nm, tilts the spins of opposite movers and reduces their squared overlap by about 6\%. Together with the field it also makes the Hamiltonian complex, so $t=t'$ and the exact zero then rest on mirror symmetry along the wire. In an asymmetric device the zero can be lifted slightly, and the jump becomes a steep slip, as with a flux. Attaching the dot to a single 5 nm site is a simplification too. Spreading the same total $V$ evenly over 80 nm of wire keeps the zero, but shifts it by about $0.3\,\Gamma$ and lowers $\gamma$ by somewhat more than a third. The weakest assumption is that the dot and the wire do not repel each other. For a separation of 80 nm and a gate 30 nm away, the estimate for point charges is 0.21 meV, or $2.3\,\Gamma$; spreading the dot's charge evenly over its disc raises it to about 0.25 meV. Such a repulsion could move the resonance by more than its width, so the table illustrates the two phases and does not predict a measured curve. Relation \eqref{identity} survives such changes as long as scattering stays elastic with one channel per side. If electrons lose energy or escape elsewhere, this $2\times2$ matrix is no longer unitary and the relation fails. The numerical output lists the remaining estimates.

\section*{Numbers as computed}
\begin{verbatim}
mass 0.02 m_e, g 30, permittivity 17
spin-orbit coefficient 15 meV nm
site spacing 5 nm, J = 76.20 meV
E_F = 1.5 meV, V = 1.0 meV, field 2.0 T
dot radius 40 nm, wire width 40 nm
well width 20 nm, gate distance 30 nm
dot-wire distance 80 nm
k per site 0.1404 rad, k_F 0.0281 1/nm
v = dE/dk = 21.330 meV
gamma = 46.88 ueV, Gamma = 93.77 ueV
x/Gamma   |t|^2   arg t/pi  delta/pi  level charge (e)
  -5.00   0.9901    0.0317    0.0317    0.0334
  -0.50   0.5000    0.2500    0.2500    0.2624
  -0.05   0.0099    0.4683    0.4683    0.4827
   0.05   0.0099   -0.4683    0.5317    0.5463
   0.50   0.5000   -0.2500    0.7500    0.7633
   5.00   0.9901   -0.0317    0.9683    0.9744
level charge at the zero: 0.5145 electrons
W=0 meV: step of arg t 0.99999 pi, of delta 1.3e-05 pi
W=10 meV: step of arg t 0.99999 pi, of delta 1.3e-05 pi
(steps taken between x = -/+ 0.938 neV)
level DOS at x=0.3 Gamma: waves 4.99220, phase 4.99220 1/meV
box: M = 6000, 179 even levels compared
box level below zero: E-e_d -2.34 ueV, delta 0.4842 pi, arg t 0.4842 pi
box level above zero: E-e_d 8.05 ueV, delta 0.5543 pi, arg t -0.4457 pi
in-line level hopping 3.572 meV
in-line change: arg t 0.9984 pi, delta 0.9984 pi
flux phase 0.50 pi; changes over the sweep:
  arg t 1.9964 pi, arg t' -0.0027 pi, delta 0.9968 pi
sweep half-range 200 Gamma
temperature 50 mK, kT = 4.309 ueV
thermal |t|^2 at the zero 0.0251
thermal phase-slip width 2.608 ueV
at 5 mK: width 26.05 neV, law 26.05 neV
at 5 mK: |t|^2 2.775e-04, law 2.779e-04
Zeeman gap 3.47 meV, charging 3.33 meV
dot orbital spacing 4.76 meV
wire subband spacing 35.3 meV
spin tilt 0.238 rad, overlap loss 0.056
common diamagnetic shift 0.230 meV
gate-screened dot-wire repulsion 0.212 meV = 2.26 Gamma
lattice velocity error -0.25 percent
\end{verbatim}
